# Spin-Flip Occupations in the Rotationally Invariant Hubbard Correction: verification in Python

```python
"""Rotationally invariant Hubbard energy with spin-off-diagonal occupations.

Result under test, for n[m,s,m',s'] = <c+_{m's'} c_{ms}> of one d shell:
  E_U = 1/2 sum W_abcd [rho_ca rho_db - Tr_spin(n_da n_cb)] - E_dc
  E_dc = U N(N-1)/2 - J [Tr_spin(Nmat^2) - N]/2
is invariant under global spin rotation, and its spin-flip potential is
  V_ud[a,d] = -sum_bc W_abcd n_ud[c,b] + J delta_ad Tr(n_ud).
W_abcd = <ab|v|cd>: electron 1 in a,c and electron 2 in b,d.
rho = spin trace of n, Nmat = orbital trace of n, N = total occupation.
Energies are in eV. Orbital order: xy, yz, zx (t2g), z2, x2-y2 (eg).
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
HARTREE = physical_constants["Hartree energy in eV"][0]
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
ID5 = np.eye(5)


def d_harmonics(points):
    x, y, z = points.T
    a = np.sqrt(15 / (4 * np.pi))
    return np.array([a * x * y, a * y * z, a * z * x,
                     np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1),
                     a / 2 * (x**2 - y**2)])


# product quadrature on the sphere, exact for all polynomials needed here
zg, wg = np.polynomial.legendre.leggauss(8)
phig = 2 * np.pi * np.arange(12) / 12
zz, pp = [g.ravel() for g in np.meshgrid(zg, phig, indexing="ij")]
rr = np.sqrt(1 - zz**2)
points = np.column_stack([rr * np.cos(pp), rr * np.sin(pp), zz])
weights = np.repeat(wg, 12) * 2 * np.pi / 12
Y = d_harmonics(points)
assert np.allclose((Y * weights) @ Y.T, ID5, atol=1e-12)


def coulomb(F0, F2, F4):
    """Multipole expansion integrated directly over both solid angles."""
    cosg = points @ points.T
    kernel = np.polynomial.legendre.legval(cosg, [F0, 0, F2, 0, F4])
    pair = np.einsum("ap,cp,p->acp", Y, Y, weights)
    return np.einsum("acp,pq,bdq->abcd", pair, kernel, pair, optimize=True)


def energy_ee(n, W):
    rho = np.einsum("asbs->ab", n)
    direct = np.einsum("abcd,ca,db->", W, rho, rho, optimize=True)
    exchange = np.einsum("abcd,dtas,csbt->", W, n, n, optimize=True)
    return 0.5 * (direct - exchange).real


def energy_dc(n, U, J, diagonal_only=False):
    Nmat = np.einsum("msmt->st", n)
    N = np.trace(Nmat).real
    if diagonal_only:
        square = np.sum(np.diag(Nmat).real**2)
    else:
        square = np.trace(Nmat @ Nmat).real
    return 0.5 * U * N * (N - 1) - 0.5 * J * (square - N)


def energy_U(n, W, U, J):
    return energy_ee(n, W) - energy_dc(n, U, J)


def energy_simple(n, Ueff):
    a = n.reshape(10, 10)
    return 0.5 * Ueff * np.trace(a - a @ a).real


def flip_block(n_flip, W, J):
    return (-np.einsum("abcd,cb->ad", W, n_flip)
            + J * np.trace(n_flip) * ID5)


def potential(n, W, U, J):
    V = np.zeros((5, 2, 5, 2), complex)
    rho = np.einsum("asbs->ab", n)
    N = np.trace(rho).real
    direct = np.einsum("abcd,db->ac", W, rho)
    for s in range(2):
        same = n[:, s, :, s]
        Ns = np.trace(same).real
        V[:, s, :, s] = (direct - np.einsum("abdc,db->ac", W, same)
                         - (U * (N - 0.5) - J * (Ns - 0.5)) * ID5)
    V[:, 0, :, 1] = flip_block(n[:, 0, :, 1], W, J)
    V[:, 1, :, 0] = V[:, 0, :, 1].conj().T
    return V


def transform(n, matrix):
    a = matrix @ n.reshape(10, 10) @ matrix.conj().T
    return a.reshape(5, 2, 5, 2)


def spin_rotation(theta, phi):
    return expm(-0.5j * phi * SZ) @ expm(-0.5j * theta * SY)


def drop_flips(n):
    out = n.copy()
    out[:, 0, :, 1] = 0
    out[:, 1, :, 0] = 0
    return out


def cnormal(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


U, J, ratio = 4.0, 0.8, 0.625
F2 = 14 * J / (1 + ratio)
F4 = ratio * F2
W = coulomb(U, F2, F4)
Udir = np.einsum("abab->ab", W)
Jex = np.einsum("abba->ab", W)
assert abs(Udir.mean() - U) < 1e-10
assert abs((Udir - Jex).sum() / 20 - (U - J)) < 1e-10

# Energy against the Coulomb operator in the full 1024-dimensional Fock space
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
ann = []
for a in range(10):
    op = sp.identity(1)
    for b in range(10):
        factor = parity if b < a else lower if b == a else sp.identity(2)
        op = sp.kron(op, factor, format="csr")
    ann.append(op)
orbitals = np.linalg.qr(cnormal(10, 4))[0]
state = np.zeros(1024, complex)
state[0] = 1
for k in range(4):
    state = sum(orbitals[a, k] * (ann[a].T @ state) for a in range(10))
single = np.array([c @ state for c in ann])
n_det = (single @ single.conj().T).reshape(5, 2, 5, 2)
pairs = np.array([ann[b] @ single[a] for a in range(10) for b in range(10)])
gram = (pairs.conj() @ pairs.T).reshape((5, 2) * 4)
E_fock = 0.5 * np.einsum("abcd,asbtcsdt->", W, gram).real
E_wick = energy_ee(n_det, W)
assert np.linalg.norm(n_det[:, 0, :, 1]) > 0.1
assert abs(E_fock - E_wick) < 1e-9

# Generic fractional occupations: invariance, covariance, absence of torque
Q = np.linalg.qr(cnormal(10, 10))[0]
n_gen = ((Q * rng.uniform(0, 1, 10)) @ Q.conj().T).reshape(5, 2, 5, 2)
E_gen = energy_U(n_gen, W, U, J)
V_gen = potential(n_gen, W, U, J)
max_change = 0.0
for _ in range(10):
    v = rng.normal(size=3)
    D = expm(-0.5j * (v[0] * SX + v[1] * SY + v[2] * SZ))
    big = np.kron(ID5, D)
    n_rot = transform(n_gen, big)
    max_change = max(max_change, abs(energy_U(n_rot, W, U, J) - E_gen))
    assert np.allclose(potential(n_rot, W, U, J), transform(V_gen, big),
                       atol=1e-9)
assert max_change < 1e-9


def rotation_slope(n, V, generator):
    a, v = n.reshape(10, 10), V.reshape(10, 10)
    return np.trace(v @ (-1j * (generator @ a - a @ generator))).real


for S in (SX, SY, SZ):
    assert abs(rotation_slope(n_gen, V_gen, np.kron(ID5, S / 2))) < 1e-9

# Orbital rotation, built by evaluating the harmonics at rotated points
R = expm(np.array([[0, -0.4, 0.7], [0.4, 0, -0.2], [-0.7, 0.2, 0]]))
Rorb = (Y * weights) @ d_harmonics(points @ R).T
n_orb = transform(n_gen, np.kron(Rorb, np.eye(2)))
assert np.linalg.norm(n_orb - n_gen) > 0.1
assert abs(energy_U(n_orb, W, U, J) - E_gen) < 1e-9

# Every element of the spin-flip block from finite differences of the energy
h = 1e-3
V_fd = np.zeros((5, 5), complex)
for a in range(5):
    for b in range(5):
        slopes = []
        for unit in (1, 1j):
            dn = np.zeros((5, 2, 5, 2), complex)
            dn[a, 0, b, 1] = unit
            dn[b, 1, a, 0] = np.conj(unit)
            slopes.append((energy_U(n_gen + h * dn, W, U, J)
                           - energy_U(n_gen - h * dn, W, U, J)) / (2 * h))
        V_fd[a, b] = 0.5 * (slopes[0] + 1j * slopes[1])
flip_error = np.max(abs(V_fd - V_gen[:, 0, :, 1]))
assert flip_error < 1e-8
# All blocks together along a random Hermitian direction
X = cnormal(10, 10)
X = X + X.conj().T
dn = X.reshape(5, 2, 5, 2)
slope = (energy_U(n_gen + h * dn, W, U, J)
         - energy_U(n_gen - h * dn, W, U, J)) / (2 * h)
assert abs(slope - np.trace(V_gen.reshape(10, 10) @ X).real) < 1e-7

# Energy lost when the flip blocks are discarded
loss = -np.trace(V_gen[:, 0, :, 1] @ n_gen[:, 1, :, 0]).real
assert abs(energy_U(drop_flips(n_gen), W, U, J) - E_gen - loss) < 1e-9

# Limit of a structureless interaction
W0 = coulomb(U, 0, 0)
assert abs(energy_U(n_gen, W0, U, 0) - energy_simple(n_gen, U)) < 1e-9
assert np.allclose(potential(n_gen, W0, U, 0)[:, 0, :, 1],
                   -U * n_gen[:, 0, :, 1], atol=1e-9)

# PAW: two projectors per orbital, spinors expanded in a 14-function basis
overlap = np.array([[0.9, 0.3], [0.3, 0.2]])
proj = 0.15 * cnormal(2, 5, 14)
coef = 0.4 * cnormal(3, 2, 14)
occ = np.array([1.0, 0.8, 0.3])


def paw_occupation(C):
    p = np.einsum("img,bsg->imbs", proj, C)
    return np.einsum("b,ij,imbs,jnbt->msnt", occ, overlap, p, p.conj(),
                     optimize=True)


n_paw = paw_occupation(coef)
V_paw = potential(n_paw, W, U, J)
p = np.einsum("img,bsg->imbs", proj, coef)
H_coef = np.einsum("jmg,ij,msnt,inbt->bsg", proj.conj(), overlap, V_paw, p,
                   optimize=True)
dC = cnormal(3, 2, 14)
analytic = 2 * np.einsum("b,bsg,bsg->", occ, dC.conj(), H_coef).real
eps = 1e-5
numeric = (energy_U(paw_occupation(coef + eps * dC), W, U, J)
           - energy_U(paw_occupation(coef - eps * dC), W, U, J)) / (2 * eps)
assert abs(analytic - numeric) < 1e-6 * max(1, abs(analytic))
D = spin_rotation(0.8, 0.5)
assert np.allclose(paw_occupation(np.einsum("st,btg->bsg", D, coef)),
                   transform(n_paw, np.kron(ID5, D)), atol=1e-10)

# One electron in xy with its spin perpendicular to the quantization axis
n_one = np.zeros((5, 2, 5, 2), complex)
n_one[0, :, 0, :] = 0.5 * (np.eye(2) + SX)
self_full = energy_ee(n_one, W)
self_drop = energy_ee(drop_flips(n_one), W)
assert abs(self_full) < 1e-10
assert abs(self_drop - W[0, 0, 0, 0] / 4) < 1e-10

# Worked example: collinear shell turned to a general direction
major = np.array([0.95, 0.95, 0.95, 0.90, 0.90])
minor = np.array([0.30, 0.30, 0.30, 0.20, 0.20])
n_col = np.zeros((5, 2, 5, 2), complex)
for m in range(5):
    n_col[m, 0, m, 0] = major[m]
    n_col[m, 1, m, 1] = minor[m]
N, M = (major + minor).sum(), (major - minor).sum()
E_col = energy_U(n_col, W, U, J)
V_col = potential(n_col, W, U, J)
theta, phi = np.radians(60), np.radians(30)
n_ex = transform(n_col, np.kron(ID5, spin_rotation(theta, phi)))
E_ex = energy_U(n_ex, W, U, J)
V_flip = potential(n_ex, W, U, J)[:, 0, :, 1]
split = V_col[:, 0, :, 0] - V_col[:, 1, :, 1]
assert abs(E_ex - E_col) < 1e-9
assert np.allclose(V_flip, 0.5 * split * np.sin(theta) * np.exp(-1j * phi),
                   atol=1e-9)
assert np.allclose(V_flip, np.diag(np.diag(V_flip)), atol=1e-9)

print(f"U = {U:.3f} eV, J = {J:.3f} eV, F4/F2 = {ratio:.3f}")
print(f"F2 = {F2:.4f} eV, F4 = {F4:.4f} eV")
print(f"Fock-space energy, random 4-electron determinant = {E_fock:.8f} eV")
print(f"factorized energy, same determinant = {E_wick:.8f} eV")
print(f"largest energy change, 10 random spin rotations = {max_change:.1e} eV")
print(f"largest spin-flip potential error = {flip_error:.1e} eV")
print(f"one electron, transverse spin: E_ee = {abs(self_full):.4f} eV")
print(f"same, flip blocks dropped: E_ee = {self_drop:.4f} eV")
print(f"majority occupations t2g, eg = {major[0]:.2f}, {major[3]:.2f}")
print(f"minority occupations t2g, eg = {minor[0]:.2f}, {minor[3]:.2f}")
print(f"N = {N:.3f} electrons, M = {M:.3f} (spin-up minus spin-down)")
print(f"E_ee = {energy_ee(n_ex, W):.5f} eV")
print(f"E_dc = {energy_dc(n_ex, U, J):.5f} eV")
print(f"E_U = {E_ex:.5f} eV = {E_ex / HARTREE:.6f} hartree")
print(f"simplified E_U with U-J = {energy_simple(n_ex, U - J):.5f} eV")
print("example direction: theta = 60 deg, phi = 30 deg")
for name, m in (("t2g", 0), ("eg", 3)):
    vp, vm = V_col[m, 0, m, 0].real, V_col[m, 1, m, 1].real
    nf, vf = n_ex[m, 0, m, 1], V_flip[m, m]
    vs = -(U - J) * nf
    print(f"{name}: own-frame V majority, minority = {vp:.4f}, {vm:.4f} eV")
    print(f"{name}: n_updown = {nf.real:.5f} {nf.imag:+.5f} i")
    print(f"{name}: V_updown = {vf.real:.5f} {vf.imag:+.5f} i eV")
    print(f"{name}: simplified V_updown = {vs.real:.5f} {vs.imag:+.5f} i eV")

print("theta/deg | E_U | flip blocks dropped | diagonal-only E_dc (eV)")
drop90 = energy_U(drop_flips(transform(
    n_col, np.kron(ID5, spin_rotation(np.pi / 2, 0)))), W, U, J) - E_col
for degree in (0, 30, 60, 90):
    t = np.radians(degree)
    n_t = transform(n_col, np.kron(ID5, spin_rotation(t, phi)))
    e_full = energy_U(n_t, W, U, J)
    e_drop = energy_U(drop_flips(n_t), W, U, J)
    e_diag = energy_ee(n_t, W) - energy_dc(n_t, U, J, True)
    assert abs(e_full - E_col) < 1e-9
    assert abs(e_drop - E_col - drop90 * np.sin(t)**2) < 1e-9
    assert abs(e_diag - E_col + J * M**2 * np.sin(t)**2 / 4) < 1e-9
    print(f"{degree:3d} | {e_full:.5f} | {e_drop:.5f} | {e_diag:.5f}")

# Second example: eg moments tilted away from the t2g moments
P_t = np.diag([1.0, 1, 1, 0, 0])
P_e = ID5 - P_t
gen_t, gen_e = np.kron(P_t, SY / 2), np.kron(P_e, SY / 2)
tilt = np.radians(40)


def tilted(angle):
    return transform(n_col, expm(-1j * angle * gen_e))


n_tilt = tilted(tilt)
V_tilt = potential(n_tilt, W, U, J)
slope_t = rotation_slope(n_tilt, V_tilt, gen_t)
slope_e = rotation_slope(n_tilt, V_tilt, gen_e)
slope_fd = (energy_U(tilted(tilt + h), W, U, J)
            - energy_U(tilted(tilt - h), W, U, J)) / (2 * h)
# central difference of a cosine: relative error h^2/6
assert abs(slope_e - slope_fd) < 1e-6
assert abs(slope_e) > 1e-3 and abs(slope_t + slope_e) < 1e-9
mu = major - minor
coupling = 0.5 * mu[:3] @ (Jex[:3, 3:] - J) @ mu[3:]
dE_U = energy_U(n_tilt, W, U, J) - E_col
dE_ee = energy_ee(n_tilt, W) - energy_ee(n_col, W)
dE_dc = energy_dc(n_tilt, U, J) - energy_dc(n_col, U, J)
dE_simple = energy_simple(n_tilt, U - J) - energy_simple(n_col, U - J)
assert abs(dE_U - coupling * (1 - np.cos(tilt))) < 1e-9
assert abs(slope_e - coupling * np.sin(tilt)) < 1e-9
assert abs(dE_simple) < 1e-10
print(f"eg-t2g tilt = {np.degrees(tilt):.1f} deg")
print(f"mean t2g-eg exchange integral = {Jex[:3, 3:].mean():.5f} eV")
print(f"tilt coupling coefficient of (1-cos) = {coupling:.5f} eV")
print(f"tilt change of E_ee = {dE_ee:.5f} eV")
print(f"tilt change of E_dc = {dE_dc:.5f} eV")
print(f"tilt change of E_U = {dE_U:.5f} eV")
print(f"tilt change of simplified E_U = {abs(dE_simple):.1e} eV")
print(f"dE_U/dangle, turning t2g spins = {slope_t:.5f} eV/rad")
print(f"dE_U/dangle, turning eg spins = {slope_e:.5f} eV/rad")
print(f"sum of the two slopes = {abs(slope_t + slope_e):.1e} eV/rad")
print("done: every assertion held")
```

Running it gives:

```
U = 4.000 eV, J = 0.800 eV, F4/F2 = 0.625
F2 = 6.8923 eV, F4 = 4.3077 eV
Fock-space energy, random 4-electron determinant = 21.90986269 eV
factorized energy, same determinant = 21.90986269 eV
largest energy change, 10 random spin rotations = 2.1e-14 eV
largest spin-flip potential error = 2.1e-12 eV
one electron, transverse spin: E_ee = 0.0000 eV
same, flip blocks dropped: E_ee = 1.2286 eV
majority occupations t2g, eg = 0.95, 0.90
minority occupations t2g, eg = 0.30, 0.20
N = 5.950 electrons, M = 3.350 (spin-up minus spin-down)
E_ee = 53.99494 eV
E_dc = 51.96000 eV
E_U = 2.03494 eV = 0.074783 hartree
simplified E_U with U-J = 2.03600 eV
example direction: theta = 60 deg, phi = 30 deg
t2g: own-frame V majority, minority = -1.4264, 0.6261 eV
t2g: n_updown = 0.24375 -0.14073 i
t2g: V_updown = -0.76971 +0.44439 i eV
t2g: simplified V_updown = -0.78000 +0.45033 i eV
eg: own-frame V majority, minority = -1.3004, 0.9808 eV
eg: n_updown = 0.26250 -0.15155 i
eg: V_updown = -0.85544 +0.49389 i eV
eg: simplified V_updown = -0.84000 +0.48497 i eV
theta/deg | E_U | flip blocks dropped | diagonal-only E_dc (eV)
  0 | 2.03494 | 2.03494 | 2.03494
 30 | 2.03494 | 2.48470 | 1.47381
 60 | 2.03494 | 3.38421 | 0.35156
 90 | 2.03494 | 3.83397 | -0.20956
eg-t2g tilt = 40.0 deg
mean t2g-eg exchange integral = 0.52552 eV
tilt coupling coefficient of (1-cos) = -0.37467 eV
tilt change of E_ee = 0.16782 eV
tilt change of E_dc = 0.25548 eV
tilt change of E_U = -0.08766 eV
tilt change of simplified E_U = 4.4e-16 eV
dE_U/dangle, turning t2g spins = 0.24083 eV/rad
dE_U/dangle, turning eg spins = -0.24083 eV/rad
sum of the two slopes = 7.2e-16 eV/rad
done: every assertion held
```
